Logarithmic roughening of a smoothed oxidation front on silicon, part 1

(Sections cited here and not found follow in the second part.)

## I. The linear front and its logarithmic variance

**Form of the answer**

Let silicon be consumed by an oxidation front that is flat on average. Let h(x) be the depth of the front into the silicon, measured from its mean depth, at the point x of the two-dimensional plane. The mean thickness of silicon consumed is H. It grows with time and can serve as a clock.

A law for small, smooth h is restricted by symmetry. It cannot depend on the choice of zero for h, so h enters through its derivatives. If no direction in the plane is preferred, a single first derivative is excluded. The linear term with the fewest derivatives is the Laplacian:

∂h/∂H = ℓ ∇²h + ζ. (1)

Here ζ is the reaction noise, with zero mean. If reactions at separate places and times are independent,

⟨ζ(x,H) ζ(x′,H′)⟩ = Ω δ²(x−x′) δ(H−H′). (2)

Equation (1) with noise (2) is the Edwards-Wilkinson equation. Because it is linear, the unit of height may be rescaled separately from the units of lateral distance and of the clock. Denote these three units by Z, R and T. Each term of (1) has unit Z/T, so ℓ has unit R²/T. The two delta functions in (2) have unit 1/(R²T), so Ω has unit Z²R²/T. The quotient Ω/ℓ therefore has unit Z², the unit of a height variance.

Let c be the shortest lateral distance resolved. The combination ℓH/c² has no unit, and the variance w² = ⟨h²⟩ of a front that starts flat must have the form

w² = (Ω/ℓ) F(ℓH/c²). (3)

Suppose that at late times the rate dw²/dH no longer depends on c, because the short waves have already reached their steady size. The one combination of Ω, ℓ and H with the right unit is then

dw²/dH = constant × Ω/(ℓH). (4)

Its integral is a logarithm. This argument leaves open the constant, the meaning of the cutoff, and the conditions under which an oxidation front obeys (1). The last point matters: a front that advances along its own normal also contains a term quadratic in the slope, so noise and smoothing alone do not guarantee Edwards-Wilkinson behaviour.

**Assumptions**

A1. The interface is laterally infinite and flat at H = 0.

A2. Each reaction converts one silicon atom of volume Ω. Reactions are independent events, and the reverse reaction is neglected.

A3. Heights are averaged over cells of side c. Slopes are small, and the curvature changes the reaction rate by a small fraction.

A4. The mean rate v may vary with time, but at a given time it is the same everywhere apart from the curvature effect.

A5. The extra speed due to growth along the local normal is neglected. Part II estimates its effect.

The averaging is represented by keeping only waves with wavenumber q below Λ. This sharp cutoff is a convention. A true average over square cells removes short waves gradually, which changes the additive constant in the variance but not its late logarithmic growth. A disc of radius Λ contains πΛ²/(2π)² modes per unit area. Setting this equal to one mode per cell, 1/c², gives

Λ² = 4π/c², or Λ = 2√π/c. (5)

**Theorem.** Under A1 to A5, with u = 2ℓHΛ²,

w²(H) = Ω/(8πℓ) [ln u + γ_E + E₁(u)]. (6)

Here γ_E = 0.577… is Euler's constant and E₁(u) is the integral of e^(−s)/s from s = u to infinity. For u ≫ 1, each doubling of H increases the variance by

Δw² = Ω ln 2/(8πℓ). (7)

The proof first obtains Ω and ℓ from the reactions, then solves (1) wave by wave.

**Lemma 1: the noise strength is the atomic volume**

Take an area S while the mean front advances by dH. The mean volume converted is S dH, so the mean number of reactions is

N = S dH/Ω. (8)

For independent events the number has a Poisson distribution, whose variance equals its mean. Each event contributes a volume Ω, so the variance of the converted volume is

Ω² N = Ω S dH. (9)

The same volume fluctuation is the integral of ζ over S and dH. By (2), the variance of that integral is also Ω S dH, since each delta function removes one of the two integrations over the same variable. This proves the coefficient in (2).

The curvature changes the local event rate, and with it the local noise strength, by a small fraction. That change is dropped at leading order. The noise need not be Gaussian for the theorem, because the variance of a linear equation depends on the second moment of its noise alone.

**Lemma 2: interface energy gives the smoothing length**

Let γ be the interface energy per area. The energy of the front is

E = γ ∫ √(1+|∇h|²) d²x ≈ γ ∫ (1 + ½|∇h|²) d²x. (10)

A reaction moves the front deeper by a localized bump b(x) with ∫ b d²x = Ω. To first order in the existing shape h, the change of energy is

δE = γ ∫ ∇h·∇b d²x. (11)

There is also the energy of the bump alone, (γ/2)∫|∇b|² d²x. It is the same at every place and is absorbed in the mean rate. Integrate (11) by parts. The boundary term vanishes because b is localized, and if h varies slowly across the bump,

δE = −γ ∫ b ∇²h d²x ≈ −γΩ ∇²h. (12)

Where the front protrudes deepest into the silicon, ∇²h is negative. Then δE is positive: a further reaction there costs interface energy.

Assume that a share θ of this work appears in the activation barrier, with θ between 0 and 1. At temperature T the local rate becomes

v exp(−θ δE/kT) = v exp(ℓ∇²h), (13)

where k is Boltzmann's constant and

ℓ = θγΩ/(kT). (14)

An energy per area times a volume, divided by an energy, is a length. For |ℓ∇²h| ≪ 1 the exponential is 1 + ℓ∇²h. Protrusions react more slowly and recesses faster, so the term smooths the front. ∎

Other mechanisms can also produce a linear curvature term. The theorem needs the value of ℓ, while (14) belongs to this particular mechanism.

**Lemma 3: a common reaction rate drops out**

In ordinary time, the deviation from the mean depth obeys

∂h/∂t = v(t) ℓ∇²h + η. (15)

The counting argument of Lemma 1, with dH = v dt, gives

⟨η(x,t) η(x′,t′)⟩ = Ω v(t) δ²(x−x′) δ(t−t′). (16)

Divide (15) by v. The left side becomes ∂h/∂H and the new noise is ζ = η/v. Its correlation carries the factor Ωv/v² = Ω/v. Since dH = v dt, the delta functions are related by

δ(t−t′) = v δ(H−H′). (17)

The remaining factor v cancels, which gives (1) and (2). ∎

Two fronts with the same Ω, ℓ, c and H therefore have the same variance in this model, even if one took longer to grow. Changing the temperature to change the rate would also change ℓ through (14), so the comparison holds ℓ fixed. A rate that depends on the local oxide thickness breaks A4 and is treated in Part II.

**Lemma 4: the spectrum**

Write the height as a sum of waves,

h(x,H) = ∫ d²q/(2π)² exp(iq·x) h_q(H). (18)

Define the spectrum S(q,H) by

⟨h_q h*_q′⟩ = (2π)² δ²(q−q′) S(q,H). (19)

The Laplacian multiplies a wave by −q². Equation (1) becomes

dh_q/dH = −ℓq² h_q + ζ_q. (20)

Multiplication by exp(ℓq²H) turns the first two terms into one derivative. Since h_q(0) = 0, integration gives

h_q(H) = ∫₀ᴴ exp[−ℓq²(H−H′)] ζ_q(H′) dH′. (21)

In the square of (21), the delta function in H makes the two integration times equal. With τ = H − H′, the age of a fluctuation,

S(q,H) = Ω ∫₀ᴴ exp(−2ℓq²τ) dτ
= Ω [1 − exp(−2ℓq²H)]/(2ℓq²). (22)

For 2ℓq²H ≪ 1 this is ΩH: smoothing has not acted. For 2ℓq²H ≫ 1 it is

S = B/q², where B = Ω/(2ℓ). (23)

The boundary between the two regimes lies at a lateral length of order √(2ℓH). ∎

With (14), B = kT/(2θγ), so the atomic volume cancels. In thermal equilibrium, equipartition gives a mean energy kT/2 to each real mode with energy ½γq² times its squared amplitude, and hence the spectrum kT/(γq²). The growing front has the same amplitude if θ = ½. For other θ it does not, and in either case the front is driven, not in equilibrium.

**Proof of the theorem**

By (18) and (19), the variance is the spectrum integrated over the disc. The angular integral gives 2π:

w² = (1/2π) ∫₀^Λ S(q,H) q dq. (24)

Insert (22):

w² = Ω/(4πℓ) ∫₀^Λ [1 − exp(−2ℓHq²)] dq/q. (25)

Set s = 2ℓHq². Then ds/s = 2 dq/q, and the upper limit is s = u. Therefore

w² = Ω/(8πℓ) ∫₀ᵘ (1−e^(−s)) ds/s. (26)

To evaluate the integral, split it at s = 1 and write the integral of e^(−s)/s from 1 to u as the integral from 1 to infinity minus E₁(u). This gives

∫₀ᵘ (1−e^(−s)) ds/s = ln u + E₁(u) + J, (27)

J = ∫₀¹ (1−e^(−s)) ds/s − ∫₁^∞ e^(−s) ds/s. (28)

Integrate both terms of J by parts, using ds/s = d(ln s). The boundary terms vanish: ln 1 = 0, (1−e^(−s)) ln s tends to zero at s = 0, and e^(−s) ln s tends to zero at infinity. What remains is

J = −∫₀^∞ e^(−s) ln s ds = γ_E, (29)

which is a standard integral form of Euler's constant. Equation (6) follows. For u ≫ 1, E₁(u) is smaller than e^(−u)/u and can be dropped. Doubling H doubles u, and (7) follows. ∎

**Remark 1: the early limit**

For u ≪ 1, the integrand in (26) is close to 1, so the integral is close to u. With (5),

w² ≈ Ω(2ℓHΛ²)/(8πℓ) = ΩH/c². (30)

Direct counting gives the same result. A cell receives Hc²/Ω events on average, each event changes its height by Ω/c², and the variance is (Hc²/Ω)(Ω/c²)² = ΩH/c². This is random deposition without smoothing.

**Remark 2: why two dimensions matter**

For a line front, let Ω₁ be the noise strength in one lateral dimension. With a = 2ℓH, the corresponding variance without a cutoff is

w₁² = Ω₁/(2ℓ) ∫ [1−exp(−aq²)]/q² dq/(2π), (31)

over all real q. The derivative with respect to a of ∫[1−exp(−aq²)]/q² dq is ∫exp(−aq²)dq = √(π/a). The integral vanishes at a = 0, so it equals 2√(πa). Thus

w₁² = Ω₁ √[H/(2πℓ)]. (32)

The line roughens as a power of H. In the plane, the factor q dq in (24) reduces the weight of long waves and leaves dq/q, which gives a logarithm. It also makes the variance infinite if c tends to zero, so a two-dimensional roughness needs a stated lateral resolution.

**Corollary: a finite patch saturates**

On a periodic square of side L, the allowed wavevectors are q = 2πn/L, with n a pair of integers. The uniform shift n = 0 is excluded. After long growth, (23) gives

w²_sat = (1/L²) Σ B/q² = B/(4π²) Σ 1/|n|². (33)

At large |n|, the number of integer points between radii |n| and |n| + d|n| is 2π|n| d|n| on average. The sum up to |n| = ΛL/2π is thus 2π ln(L/c) plus a constant, apart from terms that vanish for large L/c. Hence

w²_sat = Ω/(4πℓ) ln(L/c) + constant. (34)

Doubling L adds Ω ln 2/(4πℓ), twice the step (7). The reason is that reaching twice the lateral length takes four times as much growth.

The longest wave has q = 2π/L. By (22), its spectrum approaches the steady value with the decay thickness

H_L = 1/(2ℓq²) = L²/(8π²ℓ). (35)

For H much smaller than H_L, the patch size has not yet stopped the growth of the variance.

## II. Conditions of validity and a thin thermal oxide

**Results carried over**

The height deviation is h, the silicon consumed is H, the atomic volume is Ω, the smoothing length is ℓ, and the cell side is c. The cutoff is Λ = 2√π/c. The linear front obeys

∂h/∂H = ℓ∇²h + ζ, with noise strength Ω. (36)

Its variance from a flat start is

w² = Ω/(8πℓ) [ln u + γ_E + E₁(u)], u = 2ℓHΛ². (37)

After long growth the spectrum is B/q², with B = Ω/(2ℓ). For interface-energy smoothing, ℓ = θγΩ/(kT), where θ is the share of the interface work that enters the barrier.

The numbers below refer to dry thermal oxidation of Si(001) at 1173 K. The inputs γ = 1.0 J/m² and θ = 0.50 are rough. The lattice constant 0.543 nm gives Ω = (0.543 nm)³/8 = 0.02001 nm³. Then

ℓ = 0.50 × 1.0 J/m² × 0.02001 nm³/(kT) = 0.618 nm. (38)

With c = 1.0 nm, Λ = 3.545 nm⁻¹ and B = 0.0162 nm².

**Proposition 1: small slope and curvature**

In the steady spectrum, the mean squared slope is

⟨|∇h|²⟩ = (1/2π)∫₀^Λ q²(B/q²) q dq
= BΛ²/(4π) = B/c². (39)

This is 0.0162 for 1 nm cells. The mean square of the curvature exponent in the reaction rate is

⟨(ℓ∇²h)²⟩ = ℓ²/(2π) ∫₀^Λ q⁴(B/q²) q dq
= ℓ²BΛ⁴/(8π) = πℓΩ/c⁴. (40)

The last step uses B = Ω/(2ℓ) and Λ⁴ = 16π²/c⁴. The root mean square is 0.197, so linearization is reasonable at this resolution. It varies as 1/c². For c = 0.4 nm, close to the distance between surface atoms, it would be 0.197/0.16 = 1.2. The linear law can therefore describe averaged heights at best, not single atomic sites. Averaging also need not preserve the coefficients. If the exponential rate of Lemma 2 is applied atom by atom on a square lattice of 0.384 nm sites with one-layer steps, the variance in waves below Λ at 2 nm of oxide comes out about 25 to 40 percent above (37), and its rise per doubling is larger in a similar proportion. The ℓ and Ω of the averaged law are thus effective parameters, and (14) gives only their rough size. ∎

The linear law gives a variance that grows at late times as the logarithm of the silicon consumed, and its linearization is reasonable for heights averaged over 1 nm cells, with ℓ and Ω as effective parameters. Still to be examined are growth along the normal, a rate that depends on oxide thickness, atomic layers, and the worked example of a 2 nm oxide.

Numerical values quoted here were computed with a short program.
